**Fermi-Dirac emission over a grain barrier: conductance and its limits**

The program examines $G=[e^2mk_BT/(2\pi^2\hbar^3)]\ln[1+\exp((E_F-E_b)/k_BT)]$, the zero-bias conductance per area of a planar barrier. Here $m$ is the band mass, $E_F$ the Fermi energy, $E_b$ the barrier top and $k_BT$ the thermal energy. It asserts agreement with direct wave-vector integrals of the current at small bias, including a moving barrier top, and with explicit sums over transverse modes. It also asserts the thermionic and Sharvin limits, the accuracy of the wave solver on a $\mathrm{sech}^2$ barrier, and the return to the step result when that barrier is wide. For the indium oxide example the output gives $G=2.24\times10^7\ \mathrm{S/cm^2}$, with the thermionic form 15% higher. The wave calculation for the screened barrier gives 1.68 times $G$, so tunnelling is not a small correction there. A separate diffusive estimate adds a resistance of $0.39/G$, which acts in the opposite direction.

## Program and output

```python
"""
Zero-bias conductance per area of a planar grain barrier, Fermi-Dirac emission:
    G = e^2 m kT / (2 pi^2 hbar^3) * ln(1 + exp((EF - Eb)/kT))
m: band mass, EF: Fermi energy, Eb: barrier top, kT: thermal energy.
An electron crosses if its normal energy exceeds Eb (step transmission).
Working units: eV, nm, s, V; conductance per area in S/cm^2.
Energies are measured from the band edge of the grain at equilibrium.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import expit

# Chosen example parameters (rough values for polycrystalline In2O3)
mass_ratio = 0.20
permittivity = 9.0
donors_cm3 = 3e18
barrier = 0.050            # eV above band edge
grain_nm = 30.0
grain_mobility = 150.0     # cm^2/Vs
gap = 2.8                  # eV, only for the non-parabolicity estimate
film_field = 1e3           # V/cm
temperature = 300.0

e = sc.e
mass = mass_ratio * sc.m_e
kT = sc.k * temperature / e
hbar_eV = sc.hbar / e
c = sc.hbar**2 / (2 * mass) / e * 1e18      # hbar^2/2m in eV nm^2
PER_CM2 = 1e14                              # 1/nm^2 -> 1/cm^2
# e^2 m/(2 pi^2 hbar^3) per eV of energy, in S/cm^2/eV
slope = e**2 * mass / (2 * np.pi**2 * sc.hbar**3) * e / 1e4


def conductance(fermi_minus_top, thermal=kT):
    return slope * thermal * np.logaddexp(0.0, fermi_minus_top / thermal)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def emitted_current(mu, edge, top):
    """A/cm^2 sent over the top by one grain, integrated in k space."""
    k_max = np.sqrt((max(mu, top) - edge + 40 * kT) / c)
    kx, wx = gauss(np.sqrt((top - edge) / c), k_max, 200)
    kr, wr = gauss(0.0, k_max, 200)
    energy = edge + c * (kx[:, None]**2 + kr[None, :]**2)
    occupation = expit((mu - energy) / kT)
    velocity = 2 * c * kx / hbar_eV
    integral = (wx * velocity) @ occupation @ (wr * 2 * np.pi * kr)
    return e * 2 / (2 * np.pi)**3 * integral * PER_CM2


def current(voltage, fermi, top, top_shift=0.0):
    """Net current; both band edges follow their Fermi levels."""
    h = voltage / 2
    new_top = top + top_shift * voltage
    return (emitted_current(fermi + h, h, new_top)
            - emitted_current(fermi - h, -h, new_top))


# Formula against k-space current at small bias, barrier top moving with bias
small = 1e-3 * kT
worst_k = 0.0
for eta in (-8, -3, -1, 0, 1, 4, 20):
    direct = current(small, barrier + eta * kT, barrier, 0.3) / small
    worst_k = max(worst_k, abs(direct / conductance(eta * kT) - 1))
assert worst_k < 1e-3      # residual is of order 0.3 * small/kT


def mode_sum(fermi_minus_top, thermal):
    """(2e^2/h) times Fermi factors of modes in a periodic 600 nm square."""
    side = 600.0
    q = 2 * np.pi / side * np.arange(-200, 201)
    transverse = c * (q[:, None]**2 + q[None, :]**2)
    filled = expit((fermi_minus_top - transverse) / thermal).sum()
    return 2 * e**2 / sc.h * filled / side**2 * PER_CM2


worst_mode = max(abs(mode_sum(x * kT, kT) / conductance(x * kT) - 1)
                 for x in (-3, 0, 3))
assert worst_mode < 1e-3
cold = sc.k * 3.0 / e
k_top = np.sqrt(0.1 / c)
sharvin_check = 2 * e**2 / sc.h * k_top**2 / (4 * np.pi) * PER_CM2
cold_modes = mode_sum(0.1, cold)
assert abs(cold_modes / sharvin_check - 1) < 5e-3   # lattice-count noise
assert abs(conductance(0.1, cold) / cold_modes - 1) < 5e-3

# Electron density for a Fermi level mu above the local band edge (1/nm^3)
band_density = 2 * (kT / (4 * np.pi * c))**1.5
t = np.linspace(0, 8, 1601)


def density(mu):
    mu = np.atleast_1d(mu)
    f = expit(mu[:, None] / kT - t[None, :]**2)
    return band_density * 2 / np.sqrt(np.pi) * trapezoid(2 * t**2 * f, t, axis=1)


poly = -float(mp.re(mp.polylog(1.5, -mp.e**0.7))) * band_density
assert abs(density(0.7 * kT)[0] / poly - 1) < 1e-8


def fermi_level(n_cm3):
    return brentq(lambda x: density(x)[0] / (n_cm3 * 1e-21) - 1,
                  -0.5, 0.7, xtol=1e-14)


# Thermionic limit against kinetic gas flux n*v/4 at the barrier top
mean_speed = np.sqrt(8 * kT * e / (np.pi * mass)) * 1e9
gas = e * density(-8 * kT)[0] * mean_speed / 4 / kT * PER_CM2
direct = current(small, barrier - 8 * kT, barrier) / small
assert abs(direct / gas - 1) < 1e-3

# Worked example
N = donors_cm3 * 1e-21
EF = fermi_level(donors_cm3)
x_example = EF - barrier
G = conductance(x_example)
G_flat = conductance(EF)
thermionic = slope * kT * np.exp(x_example / kT)
richardson = e * mass * sc.k**2 / (2 * np.pi**2 * sc.hbar**3) / 1e4
assert abs(richardson * temperature / (sc.k / e)
           * np.exp(-8) / direct - 1) < 1e-3

# Flat-boundary conductance from density of states, e^2 <g v/4>
E, w = gauss(0, max(EF, 0) + 40 * kT, 300)
f = expit((EF - E) / kT)
g_times_v = (E / c) / (np.pi**2 * hbar_eV)
flat_direct = e * np.sum(w * g_times_v / 4 * f * (1 - f) / kT) * PER_CM2
assert abs(flat_direct / G_flat - 1) < 1e-6
sigma = e * donors_cm3 * grain_mobility
free_path = 3 * sigma / (4 * G_flat) * 1e7

# Screened barrier profile from the first integral of Poisson's equation
u = np.geomspace(1e-4 * barrier, barrier, 2000)
n_local = density(EF - u)
net = N - n_local
charge_work = 0.5 * u[0] * net[0] + cumulative_trapezoid(net, u, initial=0)
e_over_eps = e / (sc.epsilon_0 * permittivity) * 1e9       # V nm
field = np.sqrt(2 * e_over_eps * charge_work)              # V/nm
path = cumulative_trapezoid(1 / field, u, initial=0)
distance = path[-1] - path
sheet = 2 * field[-1] / e_over_eps                         # 1/nm^2
assert abs(2 * trapezoid(net / field, u) / sheet - 1) < 2e-3
full_width = 2 * np.interp(barrier / 2, u, distance)


def transmission(energies, half_length, potential, slices):
    """Transmission by piecewise-constant wave matching."""
    d = 2 * half_length / slices
    mid = -half_length + d * (np.arange(slices) + 0.5)
    k = np.sqrt(energies / c)
    psi, dpsi = np.ones_like(k, dtype=complex), 1j * k
    for v in potential(mid)[::-1]:
        q = np.sqrt((energies - v) / c + 1e-14j)
        cs, sn = np.cos(q * d), np.sin(q * d)
        psi, dpsi = psi * cs - dpsi * sn / q, psi * q * sn + dpsi * cs
    return 1 / np.abs((psi + dpsi / (1j * k)) / 2)**2


def sech_transmission(energies, a):
    s = np.sinh(np.pi * np.sqrt(energies / c) * a)**2
    b = np.cosh(np.pi / 2 * np.sqrt(4 * barrier * a**2 / c - 1))**2
    return s / (s + b)


E_low, w_low = gauss(0, barrier, 200)
E_high, w_high = gauss(barrier, barrier + 30 * kT, 200)
f_low, f_high = expit((EF - E_low) / kT), expit((EF - E_high) / kT)
E_all = np.concatenate([E_low, E_high])
T_wave = transmission(E_all, 30.0,
                      lambda x: barrier / np.cosh(x / 3.0)**2, 1500)
solver_error = np.max(np.abs(T_wave - sech_transmission(E_all, 3.0)))
assert solver_error < 1e-3


def split_conductance(T):
    below = slope * np.sum(w_low * f_low * T[:200])
    above = slope * np.sum(w_high * f_high * T[200:])
    return below, above


# A wide smooth barrier must restore the step result
wide = {a: sum(split_conductance(sech_transmission(E_all, a))) / G
        for a in (3.0, 10.0, 40.0)}
assert abs(wide[40.0] - 1) < 0.01
assert abs(wide[40.0] - 1) < abs(wide[10.0] - 1) < abs(wide[3.0] - 1)


def screened(x):
    return np.interp(np.abs(x), distance[::-1], u[::-1], right=0.0)


below, above = split_conductance(
    transmission(E_all, distance[0], screened, 1500))
coarse = sum(split_conductance(
    transmission(E_all, distance[0], screened, 750)))
G_wave = below + above
assert abs(coarse / G_wave - 1) < 3e-3

# Other neglected effects
excess = 2 * trapezoid((1 / n_local - 1 / N) / field, u)   # nm^4
R_scatter = excess / (e * grain_mobility * 1e14) * 1e-14   # ohm cm^2
alpha = (1 - mass_ratio)**2 / gap
y, wy = gauss(0, 40 * kT, 300)
fy = expit((x_example - y) / kT)
weight = wy * fy * (1 - fy)
nonparabolic = np.sum(weight * y * (1 + alpha * y)) / np.sum(weight * y)
spacing = N**(-1 / 3)
spread = e_over_eps / (4 * np.pi * spacing)
z = np.linspace(-6, 6, 4001)
heights = np.maximum(barrier + spread * z, 0)
patches = trapezoid(np.exp(-z**2 / 2) / np.sqrt(2 * np.pi)
                    * conductance(EF - heights), z) / G
drop = film_field * grain_nm * 1e-7
nonlinear = current(drop, EF, barrier) / (drop * G)

# Film mobility with and without removal of the ballistic resistance
L = grain_nm * 1e-7


def film_mobility(R):
    return L / (e * donors_cm3 * (L / sigma + R))


limit_thermionic = brentq(
    lambda s: np.exp(s) / np.logaddexp(0, s) - 1.1, -10, 2)
limit_sharvin = brentq(lambda s: s / np.logaddexp(0, s) - 0.9, 0.1, 10)

print(f"mass = {mass_ratio:.2f} m0; relative permittivity = {permittivity:.1f}")
print(f"temperature = {temperature:.0f} K; kT = {kT*1e3:.2f} meV")
print(f"donor density = {donors_cm3:.1e} cm^-3")
print(f"barrier above band edge = {barrier*1e3:.1f} meV")
print(f"grain size = {grain_nm:.0f} nm; mobility = {grain_mobility:.0f} cm2/Vs")
print(f"EF above band edge = {EF*1e3:.2f} meV")
print(f"EF - Eb = {x_example*1e3:.2f} meV; over kT = {x_example/kT:.3f}")
print(f"Richardson constant A* = {richardson:.2f} A/cm2K2")
print(f"prefactor e^2 m kT/(2 pi^2 hbar^3) = {slope*kT:.3e} S/cm2")
print(f"logarithm = {G/(slope*kT):.4f}")
print(f"G = {G:.3e} S/cm2; 1/G = {1/G:.3e} ohm cm2")
print(f"thermionic form = {thermionic:.3e} S/cm2; over G = {thermionic/G:.3f}")
print(f"thermionic form 10% high at (EF-Eb)/kT = {limit_thermionic:.3f}")
print(f"Sharvin form 10% low at (EF-Eb)/kT = {limit_sharvin:.3f}")
print("Same barrier height above band edge, other carrier densities:")
for n in (3e17, 3e18, 1e20):
    level = fermi_level(n)
    x = level - barrier
    value = conductance(x)
    rich = slope * kT * np.exp(x / kT) / value
    shar = slope * max(x, 0) / value
    print(f" n={n:.0e} cm^-3: EF={level*1e3:.1f} meV, (EF-Eb)/kT={x/kT:.2f},"
          f" G={value:.3e} S/cm2, thermionic/G={rich:.3g}, Sharvin/G={shar:.3f}")
print(f"flat-boundary G_flat = {G_flat:.3e} S/cm2; G/G_flat = {G/G_flat:.3f}")
print(f"grain conductivity = {sigma:.1f} S/cm; mean free path = {free_path:.2f} nm")
print(f"film mobility, series 1/G = {film_mobility(1/G):.1f} cm2/Vs")
print(f"film mobility, series 1/G - 1/G_flat = "
      f"{film_mobility(1/G-1/G_flat):.1f} cm2/Vs")
print("Neglected effects for the example:")
print(f"barrier full width at half height = {full_width:.2f} nm")
print(f"trapped sheet density = {sheet*1e14:.2e} cm^-2")
print(f"peak field = {field[-1]*10:.3f} MV/cm")
print(f"tunnelling below top / G = {below/G:.3f}")
print(f"transmitted above top / G = {above/G:.3f}")
print(f"wave conductance / G = {G_wave/G:.3f}")
for a, ratio in wide.items():
    print(f"sech^2 barrier, length {a:.0f} nm: wave/step = {ratio:.4f}")
print(f"drift-diffusion excess resistance = {R_scatter:.3e} ohm cm2")
print(f"that resistance times G = {R_scatter*G:.3f}")
print(f"non-parabolicity: alpha = {alpha:.3f} /eV; factor = {nonparabolic:.4f}")
print(f"mean donor spacing = {spacing:.2f} nm; spread = {spread*1e3:.1f} meV")
print(f"fluctuating barrier: mean conductance / G = {patches:.3f}")
print(f"film field = {film_field/1e3:.1f} kV/cm; drop per grain = {drop*1e3:.2f} mV")
print(f"drop/(kT/e) = {drop/kT:.3f}; current/(G V) = {nonlinear:.5f}")
print(f"largest deviation, k-space test = {worst_k:.1e}")
print(f"largest deviation, mode-sum test = {worst_mode:.1e}")
print(f"largest wave-solver error in transmission = {solver_error:.1e}")
print("all tests passed")
```

Printed output:

```
mass = 0.20 m0; relative permittivity = 9.0
temperature = 300 K; kT = 25.85 meV
donor density = 3.0e+18 cm^-3
barrier above band edge = 50.0 meV
grain size = 30 nm; mobility = 150 cm2/Vs
EF above band edge = 19.50 meV
EF - Eb = -30.50 meV; over kT = -1.180
Richardson constant A* = 24.03 A/cm2K2
prefactor e^2 m kT/(2 pi^2 hbar^3) = 8.367e+07 S/cm2
logarithm = 0.2680
G = 2.242e+07 S/cm2; 1/G = 4.460e-08 ohm cm2
thermionic form = 2.571e+07 S/cm2; over G = 1.147
thermionic form 10% high at (EF-Eb)/kT = -1.578
Sharvin form 10% low at (EF-Eb)/kT = 1.622
Same barrier height above band edge, other carrier densities:
 n=3e+17 cm^-3: EF=-50.8 meV, (EF-Eb)/kT=-3.90, G=1.678e+06 S/cm2, thermionic/G=1.01, Sharvin/G=0.000
 n=3e+18 cm^-3: EF=19.5 meV, (EF-Eb)/kT=-1.18, G=2.242e+07 S/cm2, thermionic/G=1.15, Sharvin/G=0.000
 n=1e+20 cm^-3: EF=391.4 meV, (EF-Eb)/kT=13.21, G=1.105e+09 S/cm2, thermionic/G=4.12e+04, Sharvin/G=1.000
flat-boundary G_flat = 9.536e+07 S/cm2; G/G_flat = 0.235
grain conductivity = 72.1 S/cm; mean free path = 5.67 nm
film mobility, series 1/G = 72.4 cm2/Vs
film mobility, series 1/G - 1/G_flat = 82.4 cm2/Vs
Neglected effects for the example:
barrier full width at half height = 3.90 nm
trapped sheet density = 1.69e+12 cm^-2
peak field = 0.170 MV/cm
tunnelling below top / G = 0.750
transmitted above top / G = 0.934
wave conductance / G = 1.684
sech^2 barrier, length 3 nm: wave/step = 1.2824
sech^2 barrier, length 10 nm: wave/step = 1.0266
sech^2 barrier, length 40 nm: wave/step = 1.0017
drift-diffusion excess resistance = 1.743e-08 ohm cm2
that resistance times G = 0.391
non-parabolicity: alpha = 0.229 /eV; factor = 1.0126
mean donor spacing = 6.93 nm; spread = 23.1 meV
fluctuating barrier: mean conductance / G = 1.248
film field = 1.0 kV/cm; drop per grain = 3.00 mV
drop/(kT/e) = 0.116; current/(G V) = 1.00038
largest deviation, k-space test = 3.0e-04
largest deviation, mode-sum test = 9.5e-15
largest wave-solver error in transmission = 1.3e-05
all tests passed
```
